# Simultaneous and sequential impact of one sphere on two touching spheres

## Problem

A smooth hard sphere of mass \(m\) and diameter \(d\) moves with velocity \(v\) along \(+x\). Two identical spheres rest in contact with each other, with centres at \((0,+d/2)\) and \((0,-d/2)\). The moving sphere travels along the \(x\) axis and so reaches both at the same instant. There is no friction and no energy loss, and no other forces act.

1. Find the final velocity of the projectile if both contacts act together and symmetrically.
2. Find it if the event is resolved as two binary collisions, first with the upper sphere (target 1), then with the lower one (target 2), without any displacement in between.
3. Both procedures conserve momentum and energy. Why do they disagree?

The question arises in simulations of collision cascades. The binary collision approximation builds a cascade from two-body encounters, and so it needs a rule when an atom meets two neighbours at nearly the same time.

## Hints

- At contact the three centres form an equilateral triangle. A frictionless contact can push only along the line joining two centres.
- Write the final velocities in terms of two unknown impulses. Momentum is then conserved automatically, which leaves energy as the one remaining condition.
- In a binary elastic collision of equal masses with the target at rest, the projectile gives its whole velocity component along the line of centres to the target.
- After the second binary collision, check whether any pair is still approaching.

## Solution

### Geometry and the energy condition

The unit vectors from the projectile to the two targets are

\[
\mathbf n_1=\left(\tfrac{\sqrt3}{2},\tfrac12\right),\qquad
\mathbf n_2=\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\qquad
\mathbf n_1\cdot\mathbf n_2=\tfrac34-\tfrac14=\tfrac12 .
\]

Let the targets receive impulses \(mvj_1\) along \(\mathbf n_1\) and \(mvj_2\) along \(\mathbf n_2\), with \(j_1,j_2\ge 0\) because contacts only push. These impulses drive the targets apart, so the contact between the targets carries none. The final velocities are

\[
\mathbf u_0=v(\hat{\mathbf x}-j_1\mathbf n_1-j_2\mathbf n_2),\qquad
\mathbf u_1=vj_1\mathbf n_1,\qquad \mathbf u_2=vj_2\mathbf n_2 .
\]

They add up to \(v\hat{\mathbf x}\), so momentum is conserved for any \(j_1,j_2\). Energy conservation, divided by \(mv^2/2\), reads

\[
|\hat{\mathbf x}-j_1\mathbf n_1-j_2\mathbf n_2|^2+j_1^2+j_2^2=1 .
\]

Expanding the square with \(\hat{\mathbf x}\cdot\mathbf n_{1,2}=\sqrt3/2\) gives

\[
1-\sqrt3(j_1+j_2)+j_1^2+j_2^2+j_1j_2+j_1^2+j_2^2=1,
\]

and therefore

\[
2j_1^2+2j_2^2+j_1j_2=\sqrt3\,(j_1+j_2). \tag{1}
\]

This is one equation for two unknowns. The conservation laws allow a continuous family of outcomes, and a further statement about the contacts is needed to select one.

### Part 1: simultaneous impact

Mirror symmetry supplies that statement: \(j_1=j_2=j\). Equation (1) becomes \(5j^2=2\sqrt3\,j\). The root \(j=0\) means that no impact took place. The other root is

\[
j=\frac{2\sqrt3}{5}.
\]

The \(y\) components of the two impulses cancel, and the projectile moves along \(x\) with

\[
u_{0x}=v\left(1-2j\,\frac{\sqrt3}{2}\right)=v\left(1-\frac65\right)=-\frac v5 .
\]

The projectile returns along its path at \(v/5\). Each target leaves at \(2\sqrt3\,v/5\approx0.693\,v\) along its own line of centres.

The normal relative velocity offers a check. Before impact, the projectile approaches each target at \(\sqrt3\,v/2\). Afterwards they separate at

\[
\frac{2\sqrt3}{5}v+\frac{\sqrt3}{2}\,\frac v5=\frac{5\sqrt3}{10}v=\frac{\sqrt3}{2}v ,
\]

so each contact reverses its normal relative velocity, as an elastic contact should in this symmetric case.

### Part 2: two binary collisions

In the first collision the projectile loses its component along \(\mathbf n_1\), which is \(\sqrt3\,v/2\):

\[
\mathbf u_0'=v(1,0)-\frac{\sqrt3}{2}v\left(\frac{\sqrt3}{2},\frac12\right)
=v\left(\frac14,-\frac{\sqrt3}{4}\right),\qquad
\mathbf u_1=v\left(\frac34,\frac{\sqrt3}{4}\right).
\]

The projectile now heads towards target 2. Its component along \(\mathbf n_2\) is

\[
\mathbf u_0'\cdot\mathbf n_2=v\left(\frac{\sqrt3}{8}+\frac{\sqrt3}{8}\right)=\frac{\sqrt3}{4}v .
\]

This component passes to target 2:

\[
\mathbf u_2=\frac{\sqrt3}{4}v\,\mathbf n_2=v\left(\frac38,-\frac{\sqrt3}{8}\right),
\]

\[
\mathbf u_0=\mathbf u_0'-\mathbf u_2=v\left(-\frac18,-\frac{\sqrt3}{8}\right),\qquad
|\mathbf u_0|=v\sqrt{\frac{1+3}{64}}=\frac v4 .
\]

The direction is \((-1/2,-\sqrt3/2)\). The projectile therefore leaves obliquely backwards, at \(120^\circ\) to its original motion, on the side away from the sphere struck first.

The sequence ends here. Along \(\mathbf n_1\) the projectile has velocity \(-\sqrt3\,v/8\) and target 1 has \(+\sqrt3\,v/2\), so they separate. Along \(\mathbf n_2\) the projectile has \(-\sqrt3\,v/16+\sqrt3\,v/16=0\) and target 2 has \(\sqrt3\,v/4\), so they separate too. The targets move apart because their \(y\) velocities have opposite signs.

### Part 3: why the answers differ

The sequential result has \(j_1=\sqrt3/2\) and \(j_2=\sqrt3/4\). Both sides of equation (1) then equal \(9/4\), so it is another member of the same family. The energy is shared differently:

| Rule | Projectile | Target 1 | Target 2 |
|---|---|---|---|
| Simultaneous | 1/25 | 12/25 | 12/25 |
| Sequential | 1/16 | 3/4 | 3/16 |

Choosing the order at random restores mirror symmetry on average, but does not reproduce the simultaneous result: the mean projectile velocity is \(-v/8\), not \(-v/5\).

For perfectly rigid spheres, the symmetric impact is a singular point. An arbitrarily small sideways offset makes one contact come first and gives \(v/4\), with the side of exit set by the sign of the offset. Real contacts last a finite time, and this removes the singularity, as the first variation shows.

## Variation 1: a small offset and a finite contact time

*The projectile travels along \(y=b\), with \(0<b\ll d\), and a binary contact lasts a time \(\tau\ll d/v\). Which rule applies?*

On an undeflected path, the projectile would touch targets 1 and 2 at

\[
x_{1,2}=-\sqrt{d^2-\left(\frac d2\mp b\right)^2}\approx-\left(\frac{\sqrt3}{2}d\pm\frac{b}{\sqrt3}\right),
\]

to first order in \(b\). The two contacts are thus separated by a nominal lag

\[
t_{\rm lag}=\frac{2b}{\sqrt3\,v}.
\]

The impact is sequential if the first contact has ended before the second begins. At the first touch, the gap to target 2 is \(b\) to first order. It closes at \(\sqrt3\,v/2\) initially and at \(\sqrt3\,v/4\) after the first collision. For a linear spring contact the velocity change is symmetric in time about the midpoint, so the mean closing speed during the contact is the average, \(3\sqrt3\,v/8\). The condition is

\[
b>\frac{3\sqrt3}{8}v\tau
\quad\Longleftrightarrow\quad
t_{\rm lag}>\frac34\,\tau .
\]

Direct integration of the motion with stiff linear springs, at \(\tau=10^{-4}d/v\), gives:

| \(t_{\rm lag}/\tau\) | Projectile speed | Angle to \(+x\) |
|---|---|---|
| 0.001 | 0.2000 \(v\) | 179.9° |
| 0.1 | 0.2026 \(v\) | 165.5° |
| 0.3 | 0.2208 \(v\) | 139.9° |
| 1 | 0.2500 \(v\) | 120.0° |

The order of limits matters. Letting \(b\to0\) first, at fixed \(\tau\ll d/v\), gives the simultaneous result up to a small correction that vanishes with \(v\tau/d\). Letting \(\tau\to0\) first, at fixed \(b\ll d\), gives the sequential result up to a small correction that vanishes with \(b/d\).

## Variation 2: targets that do not touch

*The target centres are a distance \(a\) apart, and all diameters are \(D<a\). The projectile is again centred. How do the results change?*

The lines of centres now make an angle \(\theta\) with \(x\), where \(\sin\theta=a/(2D)\), provided \(D>a/2\) so that contact occurs. Write \(c=\cos\theta\) and \(s=\sin\theta\). For simultaneous impact, energy conservation gives

\[
(1-2jc)^2+2j^2=1\;\Rightarrow\; j=\frac{2c}{1+2c^2},\qquad
\frac{u_{0x}}{v}=1-2jc=\frac{1-2c^2}{1+2c^2}.
\]

For sequential impact, the first collision leaves \(v(s^2,-cs)\). The component along \(\mathbf n_2=(c,-s)\) is \(2cs^2v\), and removing it gives

\[
\mathbf u_0=v\left(s^2-2c^2s^2,\,-cs+2cs^3\right)=-v\,s\cos2\theta\,(s,c).
\]

At \(\theta=30^\circ\) these return \(-v/5\) and speed \(v/4\). Both rules stop the projectile at \(\theta=45^\circ\), that is, at \(D=a/\sqrt2\), and both send it forward just beyond that angle. The sequential formula fails once the projectile catches target 1 again. This requires \(-2s^2c\cos2\theta>c\), or \(2s^2(2s^2-1)>1\), which means \(\theta>64.1^\circ\).

## Numbers for a slow germanium recoil

Take a Ge recoil moving towards the midpoint of a pair of Ge atoms one bond length apart, roughly 0.245 nm. For the atoms to act as touching spheres, the collision diameter must equal this spacing. In a head-on collision of equal masses with the target at rest, half the kinetic energy \(E\) belongs to the relative motion, so closest approach at \(d\) requires \(E/2=V(d)\). The universal Ziegler–Biersack–Littmark (ZBL) repulsive potential gives \(V(d)\approx1.72\) eV, hence \(E\approx3.44\) eV. This is a model energy only. ZBL describes close encounters and contains no bonding, whereas two real Ge atoms at this distance are bound by a few eV. The example therefore illustrates the two rules for soft repulsive atoms and does not predict how a real 3.44 eV recoil moves. With \(m=72.63\) u,

\[
v=\sqrt{\frac{2E}{m}}=\sqrt{\frac{2(5.513\times10^{-19}\ \text{J})}{1.206\times10^{-25}\ \text{kg}}}\approx3.02\times10^3\ \text{m/s}.
\]

The simultaneous rule returns the projectile at 605 m/s and gives each target \(12E/25=1.65\) eV. The sequential rule gives 756 m/s, with 2.58 eV for one target and 0.65 eV for the other. The third figures only let the arithmetic be followed; the model is not that accurate.

Atoms are softer than these spheres. Trajectories of three free atoms under the ZBL force, with the force between the targets left out, give \(u_{0x}=-0.216\,v\) for the centred case, about 8% larger in magnitude than \(v/5\). The touching geometry is only approximately realised: the energy is shared between two oblique contacts, each storing about \(0.3E\) rather than \(E/2\), and the closest approach in the trajectory is 0.265 nm, not 0.245 nm. An offset of 0.01 nm, a rough thermal displacement, gives \((-0.216,+0.009)\,v\). This is close to the simultaneous result, and the small sideways velocity has the opposite sign to the sequential one. In this model, at this energy and offset, the simultaneous rule is the better description of the projectile. At 40 eV, with the same spacing and no offset, the projectile continues forward at \(0.041\,v\). The touching-sphere geometry no longer applies there. The head-on condition \(V(D)=E/2=20\) eV now sets a smaller collision diameter \(D\). Since the ZBL potential is only about 12 eV at \(a/\sqrt2=0.173\) nm, \(D\) lies below that distance, and Variation 2 then also gives forward motion. With \(D\approx0.1566\) nm the simultaneous formula gives about \(0.126\,v\), three times the trajectory value, and even the agreement in direction depends on this choice of \(D\). The trajectory comes no closer than 0.177 nm, which is above \(a/\sqrt2\). In the symmetric impact each contact stores \(Ec^2/(1+2c^2)\) at greatest compression; setting \(V(D)\) equal to this gives \(D\approx0.178\) nm and backward motion at about \(0.028\,v\). The trajectories change direction near 33 eV, whereas the formula does so near 24 eV with the head-on diameter and near 48 eV with this one. A fixed diameter shows the trend with energy, not the crossover.

The real crystal breaks a more serious assumption, that of free atoms. The recoil energy is about 0.9 of the cohesive energy per atom (roughly 3.9 eV), and the recoil needs 81 fs to cross one diameter, comparable with a lattice vibration period of roughly 110 fs. Bonding and the other neighbours can therefore change the outcome substantially, by an amount not calculated here. The recoil energy is also only about a quarter of a rough 15 eV displacement energy, so this example compares collision rules and does not predict lasting damage. Most of the values in this section are in the numerical output.

## Numbers as computed

```
REDUCED RESULTS (velocities in units of v)
simultaneous, springs: projectile vx = -0.2000
simultaneous, springs: target speed = 0.6928
sequential, hard spheres: collisions = 2
sequential projectile: vx = -0.1250, vy = -0.2165, energy share = 0.0625
sequential target 1: vx = 0.7500, vy = 0.4330, energy share = 0.7500
sequential target 2: vx = 0.3750, vy = -0.2165, energy share = 0.1875
sequential projectile: speed = 0.2500, angle = 120.00 deg
mean of both orders: projectile vx = -0.1250
SPRING SPHERES: effect of lag/tau
lag/tau = 0.001: speed = 0.2000, angle = 179.9 deg
lag/tau = 0.1: speed = 0.2026, angle = 165.5 deg
lag/tau = 0.3: speed = 0.2208, angle = 139.9 deg
lag/tau = 1: speed = 0.2500, angle = 120.0 deg
lag/tau = 10: speed = 0.2500, angle = 120.0 deg
GERMANIUM EXAMPLE
atomic mass (input) = 72.63 u
bond length = sphere diameter (rough input) = 0.245 nm
ZBL energy at that distance = 1.720 eV
recoil energy E = 3.441 eV
recoil speed v = 3024 m/s
simultaneous: projectile speed = 605 m/s
simultaneous: energies projectile, target 1, target 2 = 0.138, 1.652, 1.652 eV
sequential: projectile speed = 756 m/s
sequential: energies projectile, target 1, target 2 = 0.215, 2.581, 0.645 eV
NEGLECTED EFFECTS
ZBL force length V/|dV/dr| at contact = 0.0403 nm
ZBL, E as above, centred: projectile vx/v = -0.2164, vy/v = 0.0000
ZBL, offset 0.01 nm: projectile vx/v = -0.2157, vy/v = 0.0090
ZBL, 40 eV, centred: projectile vx/v = 0.0413, vy/v = 0.0000
ZBL with offset: energy shares = 0.047, 0.525, 0.428
contact lag for that offset = 3.82 fs
time to cross the force length = 13.33 fs
time to cross one diameter = 81 fs
lattice period at rough 9 THz = 111 fs
E / cohesive energy (rough 3.9 eV) = 0.88
E / displacement energy (rough 15 eV) = 0.23
thermal energy 3kT/2 at 300 K = 0.0388 eV
```
